# Localization at the band centre of a chain with Cauchy disorder

**Setting.** A chain of $N$ sites has the real symmetric Hamiltonian

$$H_{nn}=\epsilon_n,\qquad H_{n,n+1}=H_{n+1,n}=t>0,$$

with all other elements zero. The site energies are independent, with the Cauchy density

$$P(\epsilon)=\frac{1}{\pi}\,\frac{G}{\epsilon^2+G^2},\qquad G>0,$$

so $G$ is the half-width at half maximum. Energies are measured from the centre of the clean band $E=2t\cos k$. With $G_{1N}(E)=[(E-H)^{-1}]_{1N}$, the inverse localization length per site is defined at the band centre by

$$\gamma=-\lim_{N\to\infty}\frac1N\ln|t\,G_{1N}(0)| .$$

This is a decay rate of amplitude; intensity decays at $2\gamma$. Angle brackets denote averages over the site energies, and $g=G/t$.

## Part (a): from the Green function to a recursion

**Question.** Let $\psi_0=0$, $\psi_1=1$ and $\epsilon_n\psi_n+t(\psi_{n+1}+\psi_{n-1})=0$. Show that $|tG_{1N}(0)|=1/|\psi_{N+1}|$, and write $\ln|\psi_{N+1}|$ as a sum over the ratios $R_n=\psi_{n+1}/\psi_n$.

**Answer.** Let $D_n$ be the determinant of the first $n$ rows and columns of $H$, with $D_0=1$ and $D_{-1}=0$. Expansion along the last row gives $D_n=\epsilon_nD_{n-1}-t^2D_{n-2}$. I claim that $\psi_{n+1}=(-1)^nD_n/t^n$. This holds for $n=0$ and $n=1$, and if it holds up to $n-1$, then

$$\psi_{n+1}=-\frac{\epsilon_n}{t}\psi_n-\psi_{n-1}
=\frac{(-1)^n}{t^n}\left(\epsilon_nD_{n-1}-t^2D_{n-2}\right)=\frac{(-1)^nD_n}{t^n}.$$

The corner element of $H^{-1}$ is a cofactor divided by $D_N$. Deleting the first row and last column, or the reverse, leaves a triangular matrix with $t$ along its diagonal, so the cofactor has modulus $t^{N-1}$. Hence

$$|tG_{1N}(0)|=\frac{t^N}{|D_N|}=\frac1{|\psi_{N+1}|}.$$

Dividing the recursion by $t\psi_n$ gives

$$R_n=-\frac{\epsilon_n}{t}-\frac1{R_{n-1}},\qquad R_1=-\frac{\epsilon_1}{t},\qquad \ln|\psi_{N+1}|=\sum_{n=1}^N\ln|R_n| .$$

Each $R_n$ contains a fresh continuous variable $\epsilon_n$, so a vanishing $\psi_n$ has probability zero.

## Part (b): three properties of the Cauchy law

**Question.** Label a Cauchy variable $X$ of centre $a$ and half-width $b>0$ by $z=a+ib$. Show that $-1/X$ has label $-1/z$, that labels of independent variables add, and that $\langle\ln|X|\rangle=\ln|z|$.

**Answer.** For $Y=-1/X$, the change of variable supplies a factor $1/y^2$:

$$P_Y(y)=\frac1{y^2}\,\frac{b/\pi}{(-1/y-a)^2+b^2}=\frac{b/\pi}{|z|^2y^2+2ay+1}
=\frac1\pi\,\frac{b/|z|^2}{(y+a/|z|^2)^2+b^2/|z|^4}.$$

The last step completes the square with $|z|^2-a^2=b^2$. The centre is $-a/|z|^2$ and the half-width $b/|z|^2$, which are the real and imaginary parts of $-1/z=(-a+ib)/|z|^2$.

For sums, write the density as $(b/\pi)/[(x-z)(x-z^*)]$. For $k>0$, closing the contour in the upper half-plane gives

$$\langle e^{ikX}\rangle=2\pi i\,\frac b\pi\,\frac{e^{ikz}}{2ib}=e^{ikz}.$$

For $k<0$ the result is the complex conjugate of that at $|k|$. Averages of this kind multiply for independent variables, so the labels add.

For the logarithm, put $x=a+b\tan\theta$. Then $P(x)\,dx=d\theta/\pi$, so $\theta$ is uniform on $(-\pi/2,\pi/2)$. With $a=|z|\cos\varphi$ and $b=|z|\sin\varphi$,

$$x=\frac{a\cos\theta+b\sin\theta}{\cos\theta}=|z|\,\frac{\cos(\theta-\varphi)}{\cos\theta}.$$

The functions $\ln|\cos(\theta-\varphi)|$ and $\ln|\cos\theta|$ have period $\pi$ and equal, finite averages over one period. They cancel, leaving $\ln|z|$. The mean logarithm therefore exists although the variance of $X$ does not.

## Part (c): the mean logarithm and its growth rate

**Question.** Find $\langle\ln|tG_{1N}(0)|\rangle$ in closed form for every $N$, and deduce its rate of decay per site.

**Answer.** The ratio $R_{n-1}$ depends on $\epsilon_1,\ldots,\epsilon_{n-1}$ and is independent of $\epsilon_n$. The variable $-\epsilon_n/t$ has label $ig$. By part (b), every $R_n$ is Cauchy, with

$$z_n=ig-\frac1{z_{n-1}},\qquad z_1=ig .$$

Since $-1/(iy)=i/y$, the labels stay imaginary: $z_n=iy_n$ with $y_n=g+1/y_{n-1}$ and $y_1=g$. The mean of the sum is the sum of the means, whether or not the $R_n$ are correlated, so

$$\langle\ln|\psi_{N+1}|\rangle=\sum_{n=1}^N\ln y_n=\ln p_N,\qquad p_N=y_1y_2\cdots y_N .$$

Multiplying $y_N=g+1/y_{N-1}$ by $p_{N-1}$ gives $p_N=gp_{N-1}+p_{N-2}$, with $p_0=1$ and $p_1=g$. The trial form $p_N=\lambda^N$ requires $\lambda-1/\lambda=g$. Writing the positive root as $e^\kappa$,

$$e^\kappa-e^{-\kappa}=2\sinh\kappa=\frac Gt ,$$

and the other root is $-e^{-\kappa}$. Put $p_N=Ae^{N\kappa}+B(-1)^Ne^{-N\kappa}$. The starting values require $A+B=1$ and $Ae^\kappa-Be^{-\kappa}=e^\kappa-e^{-\kappa}$, whence $A=e^\kappa/(2\cosh\kappa)$ and $B=e^{-\kappa}/(2\cosh\kappa)$. Therefore

$$-\langle\ln|tG_{1N}(0)|\rangle=\ln\frac{e^{(N+1)\kappa}+(-1)^Ne^{-(N+1)\kappa}}{2\cosh\kappa}.$$

Division by $N$ and the limit $N\to\infty$ leave

$$\boxed{\kappa=\operatorname{arcsinh}\frac{G}{2t}}$$

No expansion in $G/t$ has been made. Part (d) shows that this rate is the $\gamma$ of the definition.

## Part (d): does one long chain have this rate?

**Question.** Show that $-N^{-1}\ln|tG_{1N}(0)|$ converges to $\kappa$ in mean square. Does the same rate follow from the average intensity $\langle|tG_{1N}(0)|^2\rangle$?

**Answer.** Let $L_n=\ln|R_n|$. Fix $R_m=r$ and look $k=n-m\ge1$ sites ahead. The ratio $R_n$ is then Cauchy with a label $\zeta_k$ generated by $f(\zeta)=ig-1/\zeta$ from $\zeta_0=r$. Using $g=e^\kappa-e^{-\kappa}$,

$$f(\zeta)-ie^\kappa=-ie^{-\kappa}-\frac1\zeta=-\frac{ie^{-\kappa}}{\zeta}(\zeta-ie^\kappa),$$

$$f(\zeta)+ie^{-\kappa}=ie^{\kappa}-\frac1\zeta=\frac{ie^{\kappa}}{\zeta}(\zeta+ie^{-\kappa}).$$

The quotient $w=(\zeta-ie^\kappa)/(\zeta+ie^{-\kappa})$ is thus multiplied by $-q$ at each site, where $q=e^{-2\kappa}<1$. For real $r$,

$$|w_0|^2=\frac{r^2+e^{2\kappa}}{r^2+e^{-2\kappa}}\le e^{4\kappa},\qquad\text{so}\qquad |w_k|\le q^{k-1}.$$

Solving for $\zeta$ gives $\zeta=ie^\kappa(1+qw)/(1-w)$. The conditional mean of $L_n$ is $\ln|\zeta_k|$, and

$$\ln|\zeta_k|-\kappa=\ln|1+qw_k|-\ln|1-w_k| .$$

For $k\ge2$ we have $|w_k|\le q$, and $|\ln|1+u||\le|u|/(1-|u|)$ bounds the right side by $Cq^{k-1}$ with $C=2/(1-q)$, whatever the value of $r$. Averaging over $r$ gives the same bound for $\langle L_n\rangle-\kappa$. Consequently

$$|\mathrm{Cov}(L_m,L_n)|\le 2C\,q^{k-1}\langle|L_m|\rangle\qquad(k\ge2).$$

The half-widths satisfy $g\le y_m\le g+1/g$, so $\langle L_m^2\rangle$ is bounded uniformly in $m$. This also bounds the terms $k=0$ and $k=1$, by the Cauchy–Schwarz inequality. The covariances seen from any site have a bounded sum, the variance of $\sum L_n$ is at most proportional to $N$, and that of $N^{-1}\sum L_n$ at most proportional to $1/N$. Since the mean tends to $\kappa$, convergence in mean square follows and $\gamma=\kappa$.

The average intensity does not give this rate. With the other energies fixed, $\psi_{N+1}$ is linear in $\epsilon_N$ and has a nonzero density at $\psi_{N+1}=0$. Since $\int dx/x^2$ diverges there, $\langle|tG_{1N}(0)|^2\rangle$ is infinite for this closed, lossless chain. Rare resonances dominate that average, while the logarithm describes the typical chain.

## Part (e): weak and strong disorder

**Question.** Find both limits of $\gamma$ and interpret them.

**Answer.** For $G\ll2t$, $\operatorname{arcsinh}x=x-x^3/6+\ldots$ gives

$$\gamma\simeq\frac G{2t}.$$

At the band centre the clean chain has speed $|dE/dk|=2t$ in sites per unit time, with $\hbar=1$. An amplitude damped at rate $G$ and moving at that speed decays by $G/(2t)$ per site. The disorder thus acts on the mean logarithm as an absorption of strength $G$, although no energy is lost.

For $G\gg2t$, $\operatorname{arcsinh}x=\ln(x+\sqrt{x^2+1})$ gives

$$\gamma\simeq\ln\frac Gt+\frac{t^2}{G^2}.$$

The leading term describes passage through a row of strongly detuned sites, each contributing a factor $t/|\epsilon_n|$, because $\langle\ln|\epsilon_n|\rangle=\ln G$.

## Part (f): detuning and uniform loss

**Question.** The chain is driven at energy $E$, and every site loses amplitude at rate $\eta$, so that $E-H$ becomes $E+i\eta-H$. Find the decay rate of the mean logarithm.

**Answer.** Take $\eta>0$ and let $D=\det(E+i\eta-H)$. First, $D\neq0$ when every $\epsilon_n$ is real or in the lower half-plane. A normalized null vector $v$ would give $E+i\eta=\sum_n\epsilon_n|v_n|^2+(\text{real})$, whose imaginary part would require $\eta\le0$.

As a function of one energy, $D=A-B\epsilon_j$. Here $B$ is the determinant with site $j$ removed, nonzero by the same argument, so the root $s=A/B$ lies in the upper half-plane. Then $\ln(\epsilon-s)$ is analytic in the lower half-plane, and closing the contour there picks up the pole of $P$ at $-iG$:

$$\int P(\epsilon)\ln|\epsilon-s|\,d\epsilon=\ln|-iG-s| .$$

Averaging replaces $\epsilon_j$ by $-iG$. Repeating this for all sites leaves a clean chain at complex energy $X=E+i(G+\eta)$. Its determinants obey $d_n=Xd_{n-1}-t^2d_{n-2}$, with solution

$$d_n=t^n\,\frac{\mu^{n+1}-\mu^{-n-1}}{\mu-\mu^{-1}},\qquad \mu+\frac1\mu=\frac Xt,\qquad|\mu|>1 .$$

The modulus of $\mu$ cannot be 1, since $\mu+1/\mu$ would then be real. The decay rate is $\ln|\mu|$, or

$$\gamma(E,\eta)=\mathrm{Re}\,\operatorname{arccosh}\frac{E+i(G+\eta)}{2t}.$$

For $\eta=0$ the labels of part (c) obey $z_n=(E+iG)/t-1/z_{n-1}$, and their product grows with the same $\mu$. At $E=0$, $\cosh(\gamma+i\pi/2)=i\sinh\gamma$ gives $\gamma=\operatorname{arcsinh}[(G+\eta)/(2t)]$: loss adds to $G$.

## Part (g): a chain of silicon ring resonators

**Question.** Light near 1550 nm hops along a chain of coupled rings. Take, as rough typical values, $t=50$ GHz, $G=20$ GHz and a pitch of 10 µm, with energies divided by Planck's constant. Find the localization length and the attenuation of a 20-ring chain, and judge the neglected effects.

**Answer.** Here $G/(2t)=20/100=0.2$, so

$$\gamma=\operatorname{arcsinh}0.2=0.1987,\qquad \frac1\gamma=5.03\ \text{rings}\simeq50\ \text{µm}.$$

The intensity attenuation is $(20/\ln10)\gamma=8.686\times0.1987=1.73$ dB per ring. For 20 rings, part (c) with $\cosh\gamma=\sqrt{1.04}=1.020$ gives

$$8.686\,[21\times0.1987-\ln(2.040)]=30.1\ \text{dB},$$

the second exponential being negligible. This is the mean of $-20\log_{10}|tG_{1N}|$ for the closed chain; attached waveguides change the end terms. A simulation of closed 20-ring chains gives a standard deviation of 25.7 dB. With waveguides matched to the clean chain at both ends, the simulated mean is about 34 dB and the standard deviation about 23 dB. In either case the mean is a poor forecast for one device of this length.

Simulations of 3000 chains of 2000 sites test the rates. At the example's values they give $0.1983\pm0.0003$. With $G=200$ GHz they give $1.4427\pm0.0006$ against $1.4436$ from the formula. At $E=60$ GHz the pair is $0.2435\pm0.0003$ and $0.2437$; with $\eta=30$ GHz it is $0.4807\pm0.0002$ and $0.4812$. The errors are standard errors, and each test required agreement within five of them. From 500 to 2000 sites the spread of the total logarithm grew by a factor 1.99, close to the 2 expected if the variance is proportional to $N$.

Four corrections, each taken alone with $t$ and $G$ fixed, are as follows.

- **Loss.** A quality factor of $2\times10^5$ gives $\eta=193414/(4\times10^5)=0.48$ GHz and $\gamma=0.2034$, a rise of 2.4%.
- **Backscattering.** Suppose a uniform 5 GHz coupling joins the two circulating modes of each ring. Their sum and difference form two chains detuned by $\pm5$ GHz, each with $\gamma=0.1989$. In real rings the phase of this coupling varies from ring to ring, which mixes the two chains; that case is not covered here.
- **Coupling scatter.** A normal spread of 5% in $t$ gives a simulated $0.2001\pm0.0003$.
- **Temperature.** With an index slope of $1.8\times10^{-4}$ per K, a group index of 4.2 and a fixed laser, a common drift is 8.3 GHz per K. One kelvin gives $\gamma=0.1993$, but 10 K moves the drive towards the band edge and gives $0.3196$, a rise of 61%.

The shape of the disorder can matter far more, depending on where its tails end. A ring detuned by half the free spectral range, 1136 GHz here, sits at antiresonance, and beyond that point its next resonance is the nearer one. The one-resonance model degrades before this: one such ring in a clean ring chain transmits an amplitude 0.231 against the model's 0.215 at 454 GHz, and 0.138 against 0.088 at 1136 GHz. Cutting the Cauchy law at 1136 GHz removes 1.12% of the probability, yet the simulated $\gamma$ falls to 0.160. The drop can be estimated from one detuned ring in a clean chain. Matching an incident, a reflected and a transmitted wave at $k=\pi/2$ gives $\epsilon\tau+2it(\tau-1)=0$, so the transmitted amplitude is $|\tau|=[1+(\epsilon/2t)^2]^{-1/2}$. For $|\epsilon|\gg2t$ such a ring contributes $\ln(|\epsilon|/2t)$. Averaged over the tails beyond $c=1136$ GHz, this is

$$\frac{2G}{\pi}\int_c^\infty\frac{d\epsilon}{\epsilon^2}\ln\frac{\epsilon}{2t}=\frac{2G}{\pi c}\left(\ln\frac c{2t}+1\right)\simeq0.0112\times3.43=0.038,$$

close to the drop of 0.039 from the formula's 0.1987 to the simulated value with cut tails. Rare, far-detuned rings act as nearly independent barriers. The cut tests the role of the tail; it does not model the ring itself, whose response repeats every free spectral range. With that periodicity kept and the Cauchy offsets uncut, a transfer-matrix simulation of lossless rings, with coupler amplitude $2\pi t/\mathrm{FSR}\simeq0.138$, gives $\gamma\simeq0.17$, a smaller drop.

Set beside real devices, the inputs are rough. The 20 GHz half-width presumes good fabrication or trimming, and rings of 5 µm radius need a pitch slightly above 10 µm. The assumption most exposed is the Cauchy law itself, since real resonance offsets need not have such tails. Cutting them at 100 GHz gives $\gamma=0.046$. Gaussian disorder of the same full width at half maximum, with standard deviation 17 GHz, gives $0.0132$, or 76 rings: a factor 15 in the localization length at fixed width. Offsets correlated between neighbouring rings break the independence used in part (c), but do not always change the rate. If each offset is a weighted mean, with positive weights, of independent Cauchy variables of half-width $G$, the averaging of part (f) still replaces every offset by $-iG$, and $\gamma$ is unchanged. Weights of opposite sign can change it: offsets equal to half the difference of neighbouring variables give a simulated $\gamma$ of about 0.25. A measured linewidth of the disorder is therefore insufficient to predict localization; its tails must be known as well.

## Values computed for the example and the checks

```
coupling t = 50 GHz, half-width G = 20 GHz
ring pitch = 10 um, ring radius = 5 um
wavelength = 1550 nm, frequency = 193414 GHz
G/(2t) = 0.2000
gamma = arcsinh(G/(2t)) = 0.19869 per ring
fixed-point Cauchy half-width exp(gamma) = 1.21980
localization length = 5.033 rings
localization length = 50.3 um
intensity attenuation = 1.726 dB per ring
long-chain simulation gamma = 0.19832 +- 0.00026 per ring
label contraction per site: iterated 0.67208, exp(-2 gamma) 0.67208
spread ratio, 2000 to 500 sites = 1.986
8-site mean of -ln|t G_1N|: formula 1.1030, inversion 1.0984 +- 0.0062
20-ring mean attenuation: formula 30.05 dB
20-ring simulation: mean 30.02 dB, standard deviation 25.69 dB
strong disorder G = 200 GHz: formula 1.4436, simulation 1.4427 +- 0.0006 per ring
strong-disorder estimate ln(G/t) = 1.3863 per ring
detuning test E = 60 GHz: formula 0.2437, simulation 0.2435 +- 0.0003 per ring
loss test eta = 30 GHz: formula 0.4812, simulation 0.4807 +- 0.0002 per ring
intrinsic quality factor = 200000, amplitude loss = 0.484 GHz
gamma with intrinsic loss = 0.20343 per ring
group index = 4.2, index slope = 1.8e-04 per K
thermal drift = 8.29 GHz per K
gamma after 1 K drift = 0.19934 per ring
gamma after 10 K drift = 0.31959 per ring
gamma with 5 GHz uniform backscattering = 0.19893 per ring
gamma with 5 percent coupling scatter = 0.20009 +- 0.00025 per ring
free spectral range = 2272 GHz
Cauchy probability beyond half that range = 1.12 percent
gamma, tails cut at 1136 GHz = 0.1601 +- 0.0002 per ring
gamma, tails cut at 100 GHz = 0.0458 +- 0.0001 per ring
Gaussian of equal full width: standard deviation = 16.99 GHz
gamma, Gaussian disorder = 0.01321 +- 0.00005 per ring
localization length, Gaussian disorder = 76 rings
gamma ratio, Cauchy to Gaussian = 15.0
```
